# Why confined heavy holes barely respond to an in-plane magnetic field: a program that tests the result

```python
"""
Result under test: g factors of the lowest heavy-hole doublet (m = +-3/2) in a
symmetric [001] hard-wall quantum well described by the 4x4 Luttinger model.
  perpendicular field:  g_z = 6 kappa + 27 q/2 - (orbital heavy-light mixing)
  in-plane field, k=0:  |g| = 3 q, since J_x and J_y do not connect +3/2 and -3/2
  in-plane field, k>0:  extra terms of order k^2 d^2 from heavy-light mixing
Symbols: g1, g2, g3 Luttinger parameters; kappa, q Zeeman parameters; d well width;
k in-plane wave vector; b = e B / hbar. Hole energies are positive. Internally
energies are divided by hbar^2/(2 m0) (unit nm^-2), in which mu_B B equals b.
"""
import numpy as np
from scipy import constants as const

EPS = const.hbar**2 / (2 * const.m_e) / const.e * 1e3 * 1e18   # meV nm^2
B_TO_b = const.e / const.hbar * 1e-18                          # nm^-2 per tesla

# spin-3/2 matrices, order m = 3/2, 1/2, -1/2, -3/2
m_values = np.array([1.5, 0.5, -0.5, -1.5])
J_plus = np.diag(np.sqrt(3.75 - m_values[1:] * (m_values[1:] + 1)), 1)
J = [(J_plus + J_plus.T) / 2 + 0j, (J_plus - J_plus.T) / 2j,
     np.diag(m_values) + 0j]
J3 = [A @ A @ A for A in J]


def sym(A, B):
    return (A @ B + B @ A) / 2


def luttinger(par, kk, b, mixing=1.0, shear=0.0):
    """kk[i, j]: orbital matrices of symmetrized K_i K_j; b: field vector.
    mixing=0 removes the kinetic coupling between different m."""
    g1, g2, g3, kappa, q = par
    one = np.eye(kk[0, 0].shape[0])

    def scaled(A):
        diagonal = np.diag(np.diag(A))
        return diagonal + mixing * (A - diagonal)

    H = np.kron(one, shear * sym(J[0], J[1]))
    for i in range(3):
        H = H + np.kron(kk[i, i], (g1 + 2.5 * g2) * np.eye(4)
                        - 2 * g2 * scaled(J[i] @ J[i]))
        H = H + np.kron(one, 2 * b[i] * (kappa * J[i] + q * J3[i]))
        for j in range(i + 1, 3):
            H = H - 4 * g3 * np.kron(kk[i, j], scaled(sym(J[i], J[j])))
    return H


def well_matrices(d, size):
    """Matrix elements between hard-wall states by Gauss-Legendre quadrature."""
    x, w = np.polynomial.legendre.leggauss(120)
    z, w = x * d / 2, w * d / 2
    p = np.arange(1, size + 1)[:, None] * np.pi / d
    f = np.sqrt(2 / d) * np.sin(p * (z + d / 2))
    df = np.sqrt(2 / d) * p * np.cos(p * (z + d / 2))
    return {"one": np.eye(size), "z": (f * w * z) @ f.T,
            "z2": (f * w * z**2) @ f.T, "kz": -1j * (f * w) @ df.T,
            "zkz": -1j * ((f * w * z) @ df.T + np.eye(size) / 2),
            "kz2": (df * w) @ df.T}


def solve_in_plane(par, well, k, phi_k, B, phi_B, mixing=1.0, shear=0.0):
    b = B * B_TO_b
    bx, by = b * np.cos(phi_B), b * np.sin(phi_B)
    kx, ky = k * np.cos(phi_k), k * np.sin(phi_k)
    one, z, z2 = well["one"], well["z"], well["z2"]
    kk = {(0, 0): kx**2 * one + 2 * kx * by * z + by**2 * z2,
          (1, 1): ky**2 * one - 2 * ky * bx * z + bx**2 * z2,
          (0, 1): kx * ky * one + (ky * by - kx * bx) * z - bx * by * z2,
          (2, 2): well["kz2"],
          (0, 2): kx * well["kz"] + by * well["zkz"],
          (1, 2): ky * well["kz"] - bx * well["zkz"]}
    return np.linalg.eigh(luttinger(par, kk, (bx, by, 0.0), mixing, shear))


def g_in_plane(par, well, k, phi_k, B, phi_B, **options):
    E = solve_in_plane(par, well, k, phi_k, B, phi_B, **options)[0]
    return (E[1] - E[0]) / (B * B_TO_b)


def ladder_momenta(b, levels):
    K_minus = np.sqrt(2 * b) * np.diag(np.sqrt(np.arange(1, levels)), 1)
    return (K_minus + K_minus.T) / 2 + 0j, (K_minus.T - K_minus) / 2j


def g_perpendicular(par, d, B, mixing=1.0, levels=6, size=12):
    b = B * B_TO_b
    well = well_matrices(d, size)
    Kx, Ky = ladder_momenta(b, levels)
    one = well["one"]
    kk = {(0, 0): np.kron(Kx @ Kx, one), (1, 1): np.kron(Ky @ Ky, one),
          (0, 1): np.kron(sym(Kx, Ky), one),
          (2, 2): np.kron(np.eye(levels), well["kz2"]),
          (0, 2): np.kron(Kx, well["kz"]), (1, 2): np.kron(Ky, well["kz"])}
    E, V = np.linalg.eigh(luttinger(par, kk, (0.0, 0.0, b), mixing))
    up = E[np.argmax(abs(V[0]))]       # Landau level 0, subband 1, m = +3/2
    down = E[np.argmax(abs(V[3]))]     # Landau level 0, subband 1, m = -3/2
    return (up - down) / b


def derived_formulas(par, d):
    g1, g2, g3, kappa, q = par
    n = np.arange(2, 202, 2).astype(float)
    z2 = (8 * n * d / (np.pi**2 * (n**2 - 1)**2))**2
    D = (g1 + 2 * g2) * n**2 - (g1 - 2 * g2)
    orbital = 6 * g3**2 * np.sum(z2 * (np.pi / d)**2 * (n**2 - 1)**2 / D)
    Lam = np.sum(z2 * (n**2 - 1) / D)
    M = np.sum(z2 * (n**2 - 1)**2 / D**2)
    mean, diff = (g2 + g3) / 2, (g2 - g3) / 2
    common = 3 * kappa * d**2 / (2 * np.pi**2 * g2)
    parts = (common * mean, -12 * g3 * mean * Lam, -6 * g3**2 * kappa * M)
    a = (sum(parts), common * diff, 12 * g3 * diff * Lam)
    return 6 * kappa + 13.5 * q - orbital, orbital, a, parts, Lam, M


def g_law(q, a, k, phi_k, phi_B):
    plus, minus = np.exp(1j * phi_B), np.exp(-1j * phi_B)
    return 2 * abs(1.5 * q * plus + k**2 * (
        a[0] * minus * np.exp(-2j * phi_k) + a[1] * minus * np.exp(2j * phi_k)
        + a[2] * plus))


# Test: eliminating an s-like conduction band fixes the Hamiltonian and the
# sign of kappa relative to the commutator of the kinetic momenta.
U = np.zeros((3, 2, 4), complex)       # orbital X,Y,Z; spin up,down; m
r2, r6, r23 = 1 / np.sqrt(2), 1 / np.sqrt(6), np.sqrt(2 / 3)
U[0, 0, 0], U[1, 0, 0] = -r2, -1j * r2
U[2, 0, 1], U[0, 1, 1], U[1, 1, 1] = r23, -r6, -1j * r6
U[0, 0, 2], U[1, 0, 2], U[2, 1, 2] = r6, -1j * r6, r23
U[0, 1, 3], U[1, 1, 3] = r2, -1j * r2
Kx, Ky = ladder_momenta(1.0, 8)
K = [Kx, Ky, 0.3 * np.eye(8)]
eliminated = sum(6 * np.kron(K[i] @ K[j], U[i].conj().T @ U[j])
                 for i in range(3) for j in range(3))
pairs = {(i, j): sym(K[i], K[j]) for i in range(3) for j in range(i, 3)}
model = luttinger((2, 1, 1, 1, 0), pairs, (0, 0, 1.0))
kane_error = np.max(abs((eliminated - model)[:24, :24]))  # away from cutoff
assert kane_error < 1e-10

# Test: selection rule and cubic matrix elements
assert abs(J[0][0, 3]) < 1e-14 and abs(J[1][0, 3]) < 1e-14
assert abs(J3[0][0, 3] - 0.75) < 1e-12 and abs(J3[1][0, 3] - 0.75j) < 1e-12

par = (11.0, 3.0, 4.0, 2.0, 0.02)
g1, g2, g3, kappa, q = par
no_q = par[:4] + (0.0,)
d = 10.0
well = well_matrices(d, 14)
gz, orbital, a, parts, Lam, M = derived_formulas(par, d)

# Test: perpendicular g, with and without mixing, and its width independence
gz_num = g_perpendicular(par, d, 0.01)
gz_bare = g_perpendicular(par, d, 0.01, mixing=0.0)
gz_narrow = g_perpendicular(par, 5.0, 0.01)
assert abs(gz_num / gz - 1) < 0.01
assert abs(gz_bare - (6 * kappa + 13.5 * q)) < 1e-4
assert abs(gz_narrow / gz_num - 1) < 0.01

# Test: in-plane g at k = 0 for several field directions
for angle in (0.0, 0.4, np.pi / 4, 1.3):
    assert abs(g_in_plane(par, well, 0, 0, 0.05, angle) / (3 * q) - 1) < 1e-3
g0_num = g_in_plane(par, well, 0, 0, 0.05, 0)

# Test: light-hole doublet in the same in-plane field
E, V = solve_in_plane(par, well, 0, 0, 0.05, 0)
light_weight = abs(V[1])**2 + abs(V[2])**2
pair = np.sort(E[np.argsort(light_weight)[-2:]])
g_light = (pair[1] - pair[0]) / (0.05 * B_TO_b)
assert abs(g_light / (4 * kappa + 10 * q) - 1) < 0.01

# Test: k^2 law for two parameter sets, many directions, with and without q
worst = 0.0
for base, width in ((par, d), ((9.0, 2.0, 3.0, 1.5, 0.0), 8.0)):
    test_well = well_matrices(width, 14)
    coeff = derived_formulas(base, width)[2]
    k_test = 0.05 / width
    scale = 2 * k_test**2 * sum(abs(c) for c in coeff)
    for q_test in (0.0, 2e-4):
        test_par = base[:4] + (q_test,)
        for phi_k in (0.0, 0.5, np.pi / 4, np.pi / 2, 2.2):
            for phi_B in (0.0, 0.7, np.pi / 2):
                num = g_in_plane(test_par, test_well, k_test, phi_k, 0.05, phi_B)
                law = g_law(q_test, coeff, k_test, phi_k, phi_B)
                worst = max(worst, abs(num - law) / scale)
assert worst < 0.02

# Test: no kinetic heavy-light coupling, no k-dependent in-plane g
g_off = g_in_plane(no_q, well, 0.05, 0.8, 0.05, 0, mixing=0.0)
g_on = g_in_plane(no_q, well, 0.05, 0.8, 0.05, 0)
assert g_off < 1e-5 and g_on > 1e-2

# Test: at k = 0 and q = 0 the splitting grows as the cube of the field
g_half = g_in_plane(no_q, well, 0, 0, 0.5, 0)
g_one = g_in_plane(no_q, well, 0, 0, 1.0, 0)
exponent = 1 + np.log2(g_one / g_half)
assert abs(exponent - 3) < 0.07

# Test: a shear-like heavy-light coupling at k = 0 brings kappa back
gap = 4 * g2 * (np.pi / d)**2
beta = 0.01 * gap
g_shear = g_in_plane(no_q, well, 0, 0, 0.05, 0, shear=beta)
assert abs(g_shear / (6 * kappa * beta / gap) - 1) < 0.01

E0 = solve_in_plane(par, well, 0, 0, 0, 0)[0] * EPS
assert abs(E0[0] / (EPS * (g1 - 2 * g2) * (np.pi / d)**2) - 1) < 1e-8

print(f"Parameters g1, g2, g3, kappa, q: {g1}, {g2}, {g3}, {kappa}, {q}")
print(f"Well width d: {d:.1f} nm")
print(f"hbar^2/(2 m0): {EPS:.3f} meV nm^2")
print(f"e/hbar per tesla: {B_TO_b:.6f} nm^-2")
print(f"Lowest heavy-hole level: {E0[0]:.2f} meV")
print(f"Lowest light-hole level: {EPS*(g1+2*g2)*(np.pi/d)**2:.2f} meV")
print(f"Heavy-light gap: {EPS*gap:.2f} meV")
print(f"Band-elimination check, largest deviation: {kane_error:.1e}")
print(f"<3/2|J_x|-3/2>: {abs(J[0][0, 3]):.2f}")
print(f"<3/2|J_x^3|-3/2>: {J3[0][0, 3].real:.2f}")
print(f"<3/2|J_y^3|-3/2>, imaginary part: {J3[1][0, 3].imag:.2f}")
print(f"g_z without mixing, diagonalization: {gz_bare:.3f}")
print(f"g_z orbital mixing reduction, formula: {orbital:.3f}")
print(f"g_z with mixing, formula: {gz:.3f}")
print(f"g_z with mixing, diagonalization at 0.01 T: {gz_num:.3f}")
print(f"g_z for a 5 nm well, diagonalization: {gz_narrow:.3f}")
print(f"In-plane heavy-hole g at k=0, formula 3q: {3*q:.4f}")
print(f"In-plane heavy-hole g at k=0, diagonalization: {g0_num:.4f}")
print(f"Ratio g_z / in-plane g at k=0: {gz_num/g0_num:.1f}")
print(f"In-plane light-hole g at k=0, diagonalization: {g_light:.3f}")
print(f"Lambda: {Lam:.5f} nm^2;  M: {M:.6f} nm^2")
print(f"a1 part, Zeeman with k^2 coupling: {parts[0]:.3f} nm^2")
print(f"a1 part, orbital: {parts[1]:.3f} nm^2")
print(f"a1 part, third order: {parts[2]:.3f} nm^2")
print(f"a1, a2, a3: {a[0]:.3f}, {a[1]:.3f}, {a[2]:.3f} nm^2")
print(f"k^2 law, worst deviation over the scale: {100*worst:.2f} %")
print("In-plane g, B along x at 0.1 T (diagonalization | k^2 law):")
for k in (0.02, 0.05, 0.08):
    for degrees in (0, 45, 90):
        phi = np.radians(degrees)
        num = g_in_plane(par, well, k, phi, 0.1, 0)
        law = g_law(q, a, k, phi, 0)
        print(f"  k={k:.2f} nm^-1, angle {degrees:2d} deg: {num:.4f} | {law:.4f}")
for k in (0.02, 0.05, 0.08):
    V = solve_in_plane(par, well, k, 0, 0.1, 0)[1]
    share = np.sum(abs(V[:, 0].reshape(-1, 4)[:, 1:3])**2)
    print(f"Light-hole share at k={k:.2f} nm^-1 along x: {100*share:.3f} %")
print(f"q=0, k=0.05 nm^-1, phi=0.8 rad, mixing on: g = {g_on:.4f}")
print(f"Same with kinetic mixing off: g = {g_off:.1e}")
print(f"q=0, k=0: splitting/(mu_B B) at 1 T: {g_one:.2e}")
print(f"q=0, k=0: field exponent of the splitting: {exponent:.3f}")
print(f"Shear coupling beta: {EPS*beta:.3f} meV")
print(f"In-plane g from shear, q=0, k=0: {g_shear:.4f}")
print(f"Same from 6 kappa beta/gap: {6*kappa*beta/gap:.4f}")
print("PASS")
```

Printed output:

```
Parameters g1, g2, g3, kappa, q: 11.0, 3.0, 4.0, 2.0, 0.02
Well width d: 10.0 nm
hbar^2/(2 m0): 38.100 meV nm^2
e/hbar per tesla: 0.001519 nm^-2
Lowest heavy-hole level: 18.80 meV
Lowest light-hole level: 63.93 meV
Heavy-light gap: 45.12 meV
Band-elimination check, largest deviation: 1.4e-14
<3/2|J_x|-3/2>: 0.00
<3/2|J_x^3|-3/2>: 0.75
<3/2|J_y^3|-3/2>, imaginary part: 0.75
g_z without mixing, diagonalization: 12.270
g_z orbital mixing reduction, formula: 4.605
g_z with mixing, formula: 7.665
g_z with mixing, diagonalization at 0.01 T: 7.664
g_z for a 5 nm well, diagonalization: 7.667
In-plane heavy-hole g at k=0, formula 3q: 0.0600
In-plane heavy-hole g at k=0, diagonalization: 0.0600
Ratio g_z / in-plane g at k=0: 127.7
In-plane light-hole g at k=0, diagonalization: 8.200
Lambda: 0.15578 nm^2;  M: 0.007429 nm^2
a1 part, Zeeman with k^2 coupling: 35.462 nm^2
a1 part, orbital: -26.171 nm^2
a1 part, third order: -1.426 nm^2
a1, a2, a3: 7.865, -5.066, -3.739 nm^2
k^2 law, worst deviation over the scale: 0.15 %
In-plane g, B along x at 0.1 T (diagonalization | k^2 law):
  k=0.02 nm^-1, angle  0 deg: 0.0598 | 0.0592
  k=0.02 nm^-1, angle 45 deg: 0.0578 | 0.0579
  k=0.02 nm^-1, angle 90 deg: 0.0546 | 0.0548
  k=0.05 nm^-1, angle  0 deg: 0.0625 | 0.0553
  k=0.05 nm^-1, angle 45 deg: 0.0737 | 0.0767
  k=0.05 nm^-1, angle 90 deg: 0.0325 | 0.0273
  k=0.08 nm^-1, angle  0 deg: 0.0865 | 0.0480
  k=0.08 nm^-1, angle 45 deg: 0.1685 | 0.1660
  k=0.08 nm^-1, angle 90 deg: 0.0221 | 0.0237
Light-hole share at k=0.02 nm^-1 along x: 0.015 %
Light-hole share at k=0.05 nm^-1 along x: 0.104 %
Light-hole share at k=0.08 nm^-1 along x: 0.326 %
q=0, k=0.05 nm^-1, phi=0.8 rad, mixing on: g = 0.0682
Same with kinetic mixing off: g = 4.1e-07
q=0, k=0: splitting/(mu_B B) at 1 T: 1.56e-04
q=0, k=0: field exponent of the splitting: 3.000
Shear coupling beta: 0.451 meV
In-plane g from shear, q=0, k=0: 0.1200
Same from 6 kappa beta/gap: 0.1200
PASS
```
